Tetrahedron or Gaussian: Resolving van Hove Kinks in Dielectric Spectra

A model spectrum ε2(E) has a sharp cusp of height 3.96 at 4 eV. It is computed from a mesh of 40 × 40 × 40 k points, with each transition replaced by a Gaussian of width σ. The best of 30 trial widths, spaced about 14% apart and judged by comparison with an accurate reference, is 0.039 eV, and it leaves a largest error of 0.155 in ε2 within 0.25 eV of the cusp; a finer scan of widths lowers this to about 0.134, at 0.041 eV. Halving the width raises this error to 0.773, and doubling it gives 0.342. (Largest errors here and below are taken over 61 sampled energies in that window; for narrow widths the peak of the ripple can fall between samples and be somewhat higher.) The linear tetrahedron method, using the same k points and no width at all, has a largest error of 0.109.

To choose between these two ways of integrating over the Brillouin zone, one must know what each method does to a kink, and what σ may be for a given mesh.

**The quantity being integrated**

Consider a filled valence band and an empty conduction band, with independent electrons. Excitonic and local-field effects are left out. In atomic units a field F cos ωt along z adds F z cos ωt to the electron's energy. The part that drives absorption has amplitude F/2, so the golden rule gives the transition rate at one k point as

2π |F z_cv/2|² δ(E_cv − ω) = (π/2) F² |z_cv|² δ(E_cv − ω).

Here E_cv(k) is the vertical transition energy and z_cv(k) the interband dipole. Each transition absorbs ω, and there are two spins. The power absorbed per volume V is therefore

P = (πωF²/V) Σ_k |z_cv|² δ(E_cv − ω).

Macroscopically the mean dissipated power is half the real conductivity times F². The real conductivity is ωε2/(4π), so P = ωε2F²/(8π). Equating the two forms, for a simple cubic crystal with cell volume a³,

ε2(ω) = C ⟨|z_cv|² δ(E_cv − ω)⟩, C = 8π²/a³,

where the brackets denote the average over the Brillouin zone. In eV and Å, C is multiplied by e²/(4πε0) = 14.40 eV Å.

**A model with known kinks**

With θ_i = k_i a, take

E_cv = E_g + B(3 − cos θx − cos θy − cos θz).

For the dipole, expand the Bloch states in Wannier functions of the two isolated bands, one s-like and one p_z-like. Keep the on-site element d0 and the elements d1 to the neighbours at ±a along z. These two are equal because reflection in z reverses both the p_z function and the operator z. Their phases e^{±iθz} add to give

z_cv = d0 + 2d1 cos θz.

The isotropic form of E_cv is a modelling choice. The parameters are E_g = 2 eV, B = 1 eV, a = 4 Å, d0 = 0.8 Å and d1 = 0.1 Å. Then C = 8π² × 14.40/64 = 17.76 eV/Å², and |z_cv|² runs from (0.8 + 0.2)² = 1.00 Å² at θz = 0 to (0.8 − 0.2)² = 0.36 Å² at θz = π.

The slope ∂E_cv/∂θ_i = B sin θ_i vanishes in all three directions when every θ_i is 0 or π. If j of them equal π, the critical point is called M_j and lies at E_j = E_g + 2jB, that is at 2, 4, 6 and 8 eV. With q measured from the critical point, cos θ is 1 − q²/2 near 0 and −1 + q²/2 near π. Each angle at 0 thus contributes +Bq²/2 to the energy and each angle at π contributes −Bq²/2.

Let ε = E − E_j. At the minimum M0 the density of transitions is that of a sphere of radius q = √(2ε/B):

(1/8π³) 4πq²/(Bq) = q/(2π²B) = (√2/2π²) B^(−3/2) √ε.

At M1 let q3 be the direction of negative curvature, and let ρ² = q1² + q2², so that dq1 dq2 integrates to π d(ρ²). Then

∫ π d(ρ²) δ(ε − Bρ²/2 + Bq3²/2) = 2π/B,

provided that the required ρ² = 2ε/B + q3² is not negative. For ε > 0 every q3 is allowed. For ε < 0 the interval |q3| < √(2|ε|/B) is lost. The loss in density is

(1/8π³)(2π/B) 2√(2|ε|/B) = (√2/2π²) B^(−3/2) √|ε|,

with the same coefficient as at M0. Regions farther away add a smooth background. Reversing the sign of energy turns M1 into M2 and M0 into M3.

The singular part of ε2 therefore has magnitude A_j √|ε|, with

A_j = C (√2/2π²) B^(−3/2) Σ |z_cv|²,

summed over the equivalent points. It is a rise above M0, a deficit below M1, a deficit above M2 and a rise below M3. M1 has two points with θz = 0 and one with θz = π, so the sum is 2 × 1.00 + 0.36 = 2.36 Å² and

A_1 = 17.76 × 0.07165 × 2.36 = 3.00 eV^(−1/2).

At M2 the sum is 1.00 + 2 × 0.36 = 1.72 Å² and A_2 = 2.19 eV^(−1/2). In this model the dipole thus makes the kink at M1 stronger than that at M2, although each has three equivalent points.

**A reference without a k mesh**

Errors can be measured because two of the three angular integrals can be done analytically. Write cos θx + cos θy = 2 cos p cos q, with p and q half the sum and half the difference of the angles. This linear change of variables keeps the averaging uniform over full periods. For fixed p, the quantity c cos q with c = 2|cos p| has density 1/(π√(c² − u²)) at the value u. Averaging over p gives

ρ(u) = (2/π²) ∫ dp / √(4cos²p − u²), from 0 to arccos(|u|/2).

Set m = 1 − u²/4 and sin p = √m sin φ. The root becomes 2√m cos φ, and dp = √m cos φ dφ/√(1 − m sin²φ). Hence

ρ(u) = (1/π²) ∫ dφ/√(1 − m sin²φ) = K(m)/π²,

with φ from 0 to π/2 and K the complete elliptic integral. For s = (E_g + 3B − E)/B, one integral remains:

ε2(E) = (C/πB) ∫ dθz |z_cv|² ρ(s − cos θz), from 0 to π,

where ρ vanishes for |u| > 2. The numerical check evaluates this integral numerically and tests it against converged k sums.

**What the tetrahedron method computes**

Cut each mesh cell into six tetrahedra of equal volume. Each one follows a path from one cell corner to the opposite corner along the three axes, and the six orders of the axes give the six tetrahedra. Inside each, replace E_cv and |z_cv|² by the linear functions that match the four corner values. It is |z_cv|² that is interpolated, because z_cv itself carries the arbitrary phases of the computed states.

Label the corners so that e1 ≤ e2 ≤ e3 ≤ e4, and write e_ij = e_i − e_j. The surface of energy E within a tetrahedron is flat. A triangle on it with area S contributes S/|∇E| to the integral of the delta function. Join this triangle to corner s. The resulting pyramid has height |E − e_s|/|∇E| and volume one third of S times the height, so

S/|∇E| = 3 × (pyramid volume)/|E − e_s|.

If the pyramid fills a fraction f of the tetrahedron, the contribution per tetrahedron volume is

g = 3f/|E − e_s|.

The plane cuts edge ij at a point P_ij, a fraction (E − e_i)/e_ji of the way from i to j.

For e1 ≤ E < e2 the cut is the triangle P12 P13 P14. Joined to corner 1, it has f equal to the product of the three edge fractions, (E − e1)³/(e21 e31 e41). Therefore

g = 3(E − e1)²/(e21 e31 e41).

For e2 ≤ E < e3 the cut is the quadrilateral P13 P14 P24 P23. Divide it along P13–P24 and define

x = (E − e1)/e31, y = (E − e1)/e41, r = (E − e2)/e32, t = (E − e2)/e42.

Along the three edges that leave corner 1 towards corners 2, 3 and 4, the first triangle has vertices P13 = (0, x, 0), P14 = (0, 0, y) and P24 = (1 − t, 0, t). The determinant of these coordinates has magnitude f = xy(1 − t). Since 1 − t = (e4 − E)/e42,

g_a = 3(E − e1)(e4 − E)/(e31 e41 e42).

Join the second triangle to corner 2. Along the edges towards corners 1, 3 and 4 its vertices are P13 = (1 − x, x, 0), P23 = (0, r, 0) and P24 = (0, 0, t), so f = (1 − x)rt. Since 1 − x = (e3 − E)/e31,

g_b = 3(e3 − E)(E − e2)/(e31 e32 e42).

For e3 ≤ E < e4 the cut is a triangle around corner 4. Reversing the sign of energy in the first case gives

g = 3(e4 − E)²/(e41 e42 e43).

A linear function averages over a triangle to the mean of its three vertex values. Each g is therefore multiplied by the mean of |z_cv|² at the vertices of its own triangle, where the value at P_ij is

|z|²_i + (|z|²_j − |z|²_i)(E − e_i)/e_ji.

The average over all tetrahedra, times C, is ε2. In this model E_cv is a sum of terms in one angle each and |z_cv|² depends on one angle, so the six tetrahedra of a cell carry the same linear functions and the choice of cell diagonal has no effect; for general bands it does. Within each half-open energy interval the denominators are nonzero, so two or three equal corner energies need no special treatment. Four equal energies would leave a true delta function. On the mesh used here, which contains θ = 0 and has even N, this does not occur, because neighbouring mesh values of cos θ differ.

Replacing the interpolated |z_cv|² by the corner average of each tetrahedron changes little in this example. The rms error of ε2 over 2.03 to 7.97 eV rises from 0.0278 to 0.0283 for N = 20, and from 0.0084 to 0.0085 for N = 40, where N is the number of divisions per reciprocal vector. The dipole here varies slowly across a cell. In a single tetrahedron the distinction is plain: just above e1 the surface sits at corner 1, and the relevant weight is the value there, not the average of all four.

**How the tetrahedron error depends on the mesh**

Let h = 2π/N be the mesh spacing in θ. Linear interpolation of a smooth function is wrong by O(h²), which suggests an O(h²) error in ε2 where ε2 itself is smooth. Between 2.6 and 3.4 eV the rms error is 0.0104, 0.0026 and 0.0006 for N = 20, 40 and 80, a fitted power of 2.03.

At a kink the density responds as a square root to small changes of energy, and the error falls more slowly. Near a critical point the energy is E_j + Q(q), with Q quadratic. If the critical point is a mesh node, the other nodes lie at h times integers, where Q is h² times a fixed set of numbers. The interpolant therefore has the form h²F(q/h). Substituting q = hx, the error in the density is proportional to

∫ d³q [δ(ε − h²F(q/h)) − δ(ε − Q(q))] = h³h^(−2) ∫ d³x [δ(ε/h² − F(x)) − δ(ε/h² − Q(x))].

This is h times a function of ε/h². The error at the kink should thus fall as 1/N, while the range of energies affected shrinks as Bh². This is a leading-order scaling argument. It assumes that distant regions add no more than the O(h²) error already described.

The largest sampled errors within 0.25 eV of M1 are 0.204, 0.109 and 0.056 for N = 20, 40 and 80, a fitted power of 0.93. For N = 40, Bh² = (2π/40)² eV = 0.025 eV.

**Why a Gaussian width has two bad sides**

Suppose first that the mesh is so dense that σ is the sole source of error. At M1 a symmetric Gaussian averages any linear background to its central value, but it mixes in the deficit −A_1√|ε| from below. The cusp is lowered by

A_1√σ (1/√(2π)) ∫ √y exp(−y²/2) dy, from 0 to ∞.

With t = y²/2 the integral becomes 2^(−1/4) ∫ t^(−1/4) e^(−t) dt = 2^(−1/4) Γ(3/4), so

loss = 0.411 A_1 √σ.

For σ = 0.02 eV this gives 0.4111 × 3.004 × 0.1414 = 0.175, and a very dense mesh gives the same value to three digits. Because of the square root, halving the loss requires a width four times smaller.

The mesh limits how small σ may be. Along a line on which E_cv changes at the rate v = |dE_cv/dθ|, the levels are spaced by Δ = vh = 2πv/N. A sum of Gaussians at these levels, multiplied by Δ, is periodic in energy with period Δ. Its Fourier coefficient of order n is an integral over one period of a sum of shifted Gaussians, which equals the integral of one Gaussian over all energies:

∫ G(x) exp(−2πinx/Δ) dx = exp(−2π²n²σ²/Δ²).

The n = 0 term is the wanted smooth density. The terms n = ±1 add a ripple of relative amplitude

2 exp(−2π²σ²/Δ²) = 2 exp(−N²σ²/(2v²)).

To hold this ripple at a fixed level, σ can shrink no faster than 1/N. The loss at the cusp then falls as N^(−1/2). If the ripple must also diminish along with the loss, σN has to grow slowly, as the root of a logarithm.

These two effects account for the opening numbers. At twice the best width, σ = 0.077 eV, the predicted loss is 0.411 × 3.00 × √0.077 = 0.34, which matches the largest error of 0.342. At half the best width the predicted loss is 0.17, far below the error of 0.773, so the discreteness of the mesh must dominate.

At the best width the two errors partly cancel at the cusp. The predicted loss there is 0.24, but the computed value is 3.858 against 3.960, a deficit of 0.10. Discreteness has added about 0.14. The sign and size of this term belong to the mesh: at the same width it is about +0.08 for N = 42, about −0.10 for N = 41, where it adds to the loss, and nearly zero for N = 40 shifted by a quarter spacing. A width chosen in this way depends on knowing the answer, which an ordinary calculation does not.

The best widths for N = 20, 40 and 80 are 0.076, 0.039 and 0.022 eV, roughly proportional to 1/N. The errors are 0.257, 0.155 and 0.120. The overall fitted power is 0.55, near the estimated one half, but the separate doublings of N give 0.73 and 0.36. The unevenness does not come from the 14% step between trial widths: a finer scan gives errors of 0.249, 0.134 and 0.115, with powers 0.89 and 0.23. These three meshes do not establish the power closely. The doublings from N = 80 to 160 and from 160 to 320 give 0.51 and 0.57.

**What the spectra look like**

For N = 40, values of ε2 around M1 and M2 are:

E (eV): reference, tetrahedron, Gaussian
3.80: 2.749, 2.745, 2.654
3.96: 3.387, 3.371, 3.329
4.00: 3.960, 3.851, 3.858
4.10: 3.887, 3.908, 3.802
5.90: 2.903, 2.919, 2.841
6.00: 2.863, 2.784, 2.791
6.20: 1.855, 1.852, 1.792

At the tips of the kinks the two methods are about equally far from the reference. The Gaussian sum is slightly closer (0.102 against 0.109 at M1, 0.072 against 0.079 at M2), helped at both kinks by the cancellation described above; at M2 the predicted smearing loss alone is 0.411 × 2.19 × √0.039 = 0.18. The tetrahedron method gains its advantage mostly on the flanks, though not at every energy: at 4.04 eV it is high by 0.031 while the Gaussian sum is low by 0.010. The Gaussian error also changes sign; at 3.90 eV the sum is high by 0.061. At 3.80 eV the tetrahedron result is low by 0.004 and the Gaussian sum by 0.095; at 6.20 eV the deficits are 0.003 and 0.063. A value at the tip alone would therefore be a poor basis for choosing between the methods.

**Choosing the setting**

For kinks in an insulator's spectrum with smooth bands, the analysis favours the tetrahedron method. Its one convergence parameter is the mesh. When the critical point is a mesh node, as assumed and tested above, doubling N should roughly halve the error at a kink and quarter it elsewhere. For a critical point between nodes, its position within the cell changes with N, so the halving need not be regular. The numerical ranking above holds for meshes that contain θ = 0. On a mesh shifted by a quarter spacing, θ and −θ are no longer both nodes, so the Gaussian sum samples nearly twice as many distinct values of cos θ per axis, and on coarse meshes the ranking at equal N can reverse; the preference rests on the faster convergence with N. To separate features an energy δE apart, Bh² should be well below δE, with B taken as the curvature of the transition energy in θ.

If Gaussian smearing is used, σ and N should be converged in a fixed order. First choose σ from the loss that can be accepted, σ = [loss/(0.411A)]². Then raise N at that fixed σ until the spectrum stops changing. The ripple formula gives a starting value: a relative ripple of 1% along a line requires Nσ/v = √(2 ln 200) = 3.3. Reducing σ on a fixed mesh is not a convergence test, since it eventually exposes the separate levels.

In the example a loss of 0.10 at M1 calls for σ = [0.10/(0.411 × 3.00)]² = 0.0066 eV. With v = B = 1 eV, the largest slope along one axis, the line estimate gives N of about 500. The line estimate overstates the ripple in this example: for N = 40 and σ = 0.039 eV it gives a relative ripple of about 0.6, while discreteness shifted the cusp value by only about 0.14 out of 3.96. The figure is cautious: at σ = 0.0066 eV the ripple within 0.25 eV of M1 is already below 1% at N = 300 on a mesh containing θ = 0. Even that mesh shows the price of making both errors small separately instead of relying on their cancellation.

The tetrahedron method loses its footing where its linear functions are poor. If two bands cross inside a cell and are labelled by energy order, each labelled band has a crease and |z_cv|² can jump from one corner to the next. Interpolation then joins states of different character, and the error estimates above, which assume smooth functions, do not apply. A finer mesh confines the damage to a smaller part of the zone. Neither setting supplies the physics left out at the start: excitonic effects can reshape a kink that has been integrated without error.

Calculated quantities

```
gap 2.0 eV, B 1.0 eV, a 4.0 A, d0 0.8 A, d1 0.1 A
e^2/(4 pi eps0) = 14.3996 eV A; prefactor = 17.7649 eV/A^2
|z_cv|^2 at tz=0: 1.00 A^2, at tz=pi: 0.36 A^2
single tetrahedron, largest moment error = 5.6e-17
static eps: field energy 2.68638, from eps2 2.68639
M0: E = 2.0 eV, sum|z|^2 = 1.00 A^2, eps2 = 0.0000, A law 1.2728, found 1.2728 eV^-1/2
M1: E = 4.0 eV, sum|z|^2 = 2.36 A^2, eps2 = 3.9597, A law 3.0037, found 3.0037 eV^-1/2
M2: E = 6.0 eV, sum|z|^2 = 1.72 A^2, eps2 = 2.8629, A law 2.1891, found 2.1891 eV^-1/2
M3: E = 8.0 eV, sum|z|^2 = 0.36 A^2, eps2 = 0.0000, A law 0.4582, found 0.4582 eV^-1/2
cusp factor = 0.4111; sigma = 0.02 eV: loss law 0.1746, found 0.1748
ripple of unit-spaced levels, sigma = 0.6 spacings: 1.640e-03
largest error of eps2 within 0.25 eV of M1:
N = 20: tetrahedron 0.2041, Gaussian 0.2571 at best sigma 0.076 eV
N = 40: tetrahedron 0.1088, Gaussian 0.1550 at best sigma 0.039 eV
N = 80: tetrahedron 0.0562, Gaussian 0.1204 at best sigma 0.022 eV
N = 40, Gaussian error at half / twice best sigma: 0.7730 / 0.3421
error exponents near M1, N = 20 to 80: tetrahedron 0.93, Gaussian 0.55
tetrahedron rms error, 2.6 to 3.4 eV, N = 20, 40, 80: 0.01041, 0.00259, 0.00062; exponent 2.03
N = 20, rms error 2.03 to 7.97 eV: interpolated |z|^2 0.02784, corner average 0.02830
N = 40, rms error 2.03 to 7.97 eV: interpolated |z|^2 0.00839, corner average 0.00846
eps2 at N = 40: E (eV), reference, tetrahedron, Gaussian (best sigma)
3.80  2.7491  2.7449  2.6537
3.90  3.0782  3.0683  3.1394
3.96  3.3870  3.3713  3.3293
4.00  3.9597  3.8508  3.8575
4.04  3.9304  3.9610  3.9202
4.10  3.8873  3.9083  3.8016
4.20  3.8172  3.8191  3.7713
5.80  2.9444  2.9458  2.9072
5.90  2.9029  2.9186  2.8408
6.00  2.8629  2.7835  2.7912
6.10  2.1491  2.1421  2.1921
6.20  1.8550  1.8522  1.7921
```
